# Why polarization in Pca2_1 hafnia must follow the twofold axis

## Four oxygen ions

Take four oxygen ions in one unit cell, related to one another by the symmetry of the crystal. In a model of hafnia, HfO$_2$, one of them moves from its site in a nonpolar reference structure by

$$
\mathbf u=(0.20,\,-0.10,\,-0.40)\ \text{Å}.
$$

The components lie along the orthogonal crystal axes $a$, $b$, $c$, also called $x$, $y$, $z$. The symmetry of the crystal fixes the displacements of the other three ions:

$$
\begin{aligned}
\text{half-turn about } c:&\quad(-0.20,\ \ \ 0.10,\,-0.40)\ \text{Å},\\
\text{reflection } b\to-b:&\quad(\ \ \ 0.20,\ \ \ 0.10,\,-0.40)\ \text{Å},\\
\text{reflection } a\to-a:&\quad(-0.20,\,-0.10,\,-0.40)\ \text{Å}.
\end{aligned}
$$

Now add the four vectors. Along $a$ there are two entries $+0.20$ and two entries $-0.20$. Along $b$ there are two entries $+0.10$ and two entries $-0.10$. Along $c$ all four entries are equal. The sum is $(0,0,-1.60)$ Å. Each ion moves sideways, but the group of four does not.

With a charge of $-2e$ on each ion, where $e>0$ is the elementary charge, the dipole moment of the cell changes by $(-2e)(-1.60\ \text{Å})=+3.20\ e\,\text{Å}$ along $c$. The negative ions move down, so the dipole points up.

This case has point charges and one set of ions. A real crystal also has electrons spread through the cell, and its bulk polarization needs a careful definition. Two derivations of the general result follow.

## The operations and the statement

The polar orthorhombic phase of hafnia has space group Pca2$_1$. In fractional coordinates, each measured in units of its own cell edge, the operations are, up to lattice translations,

$$
\begin{aligned}
\text{identity}:&\quad (x,\,y,\,z),\\
2_1\text{ screw axis along }c:&\quad (-x,\,-y,\,z+\tfrac12),\\
a\text{ glide normal to }b:&\quad (x+\tfrac12,\,-y,\,z),\\
c\text{ glide normal to }a:&\quad (\tfrac12-x,\,y,\,z+\tfrac12).
\end{aligned}
$$

Each has the form $\mathbf r'=R\mathbf r+\mathbf t$, with a matrix $R$ and a fixed shift $\mathbf t$. A displacement is a difference of two positions, so the shift cancels:

$$
\left[R(\mathbf r+\mathbf u)+\mathbf t\right]-\left[R\mathbf r+\mathbf t\right]=R\mathbf u .
$$

This is why the half-cell shifts of the screw axis and the glide planes played no part in the sum above. The four matrices are

$$
\begin{aligned}
E&=\mathrm{diag}(1,1,1), & C&=\mathrm{diag}(-1,-1,1),\\
M_b&=\mathrm{diag}(1,-1,1), & M_a&=\mathrm{diag}(-1,1,1).
\end{aligned}
$$

They form the point group $mm2$: two mirrors and the twofold axis in which they meet. Multiplying the diagonal entries gives $M_aM_b=C$, so the two mirrors together already contain the half-turn. Because the cell axes are orthogonal, the same matrices act on fractional and on Cartesian components.

**Spontaneous polarization** $\mathbf P_s$ will mean the change of bulk polarization, with no applied field, when the crystal is carried from a nonpolar reference to its actual structure. The cell is held fixed, the crystal stays insulating, and the four operations hold all along the path. A suitable reference is the fluorite structure strained to the orthorhombic cell. It has inversion symmetry as well as the four operations. The electrons are assumed to have a unique ground state at each point of the path, so that they share the symmetry of the nuclei.

The statement to be proved is

$$
\mathbf P_s=(0,\,0,\,P_c).
$$

Symmetry fixes the line along which $\mathbf P_s$ lies. It does not fix the size or sign of $P_c$, and it does not prevent $P_c$ from being zero.

## First derivation: a vector that must not change

### What the operations demand

Suppose first that polarization is an ordinary vector $\mathbf P$ with one definite value. If an operation is applied to the whole crystal, the polarization turns into $R\mathbf P$. The shift $\mathbf t$ has no effect, because moving a neutral body by $\mathbf t$ changes its dipole moment by $\mathbf t$ times its total charge, which is zero. A symmetry operation gives back the same crystal, and the same crystal has the same polarization. Hence

$$
R\mathbf P=\mathbf P
$$

for each of the four matrices. For the half-turn this reads

$$
(-P_x,\,-P_y,\,P_z)=(P_x,\,P_y,\,P_z).
$$

The first component gives $2P_x=0$ and the second gives $2P_y=0$. The third gives $P_z=P_z$, which is no restriction. The twofold axis alone therefore confines the vector to the $c$ axis.

The mirrors could still have removed $P_z$. They do not. The mirror $M_b$ requires $P_y=-P_y$, so $P_y=0$, and leaves the whole $ac$ plane allowed. The mirror $M_a$ requires $P_x=0$ and leaves the $bc$ plane. The two planes meet in the $c$ axis, in agreement with the half-turn.

Inversion would be different. Its matrix is $-E$, and $-\mathbf P=\mathbf P$ removes all three components. Pca2$_1$ has no inversion, so the component along $c$, which its four operations leave free, stays free. Lack of inversion alone would not be enough: three perpendicular twofold axes without inversion also remove every component.

The argument uses the fact that polarization is a polar vector, one that transforms like a displacement. An axial vector, such as the angular momentum $\mathbf r\times\mathbf p$, transforms with $(\det R)R$. For $M_b$ the determinant is $-1$, so the axial component along $c$ changes sign and is forbidden. Under $mm2$ a polar vector keeps one component, and an axial vector keeps none.

### The gap left by the polarization quantum

The bulk polarization of an infinite crystal does not have one definite value. Moving a charge $e$ in every cell by one lattice vector along $a$ reproduces the same periodic crystal, yet the dipole per volume has changed by $ea/V$, where $V$ is the cell volume. The formal polarization is therefore known only up to additions of

$$
\frac{e}{V}(n_1a,\;n_2b,\;n_3c),\qquad n_1,n_2,n_3\ \text{integers}.
$$

"The same crystal has the same polarization" must be weakened to "the same up to such an addition". For the half-turn,

$$
(P_x,P_y,P_z)-(-P_x,-P_y,P_z)=\frac{e}{V}(n_1a,\;n_2b,\;n_3c),
$$

and therefore

$$
2P_x=n_1\frac{ea}{V},\qquad 2P_y=n_2\frac{eb}{V},\qquad n_3=0 .
$$

This condition does not force the formal $P_x$ to vanish. Taken alone, it allows every multiple of half a quantum. For point ions with whole charges in Pca2$_1$ only whole quanta occur, because the four $x$ coordinates of each orbit add up to a whole number. The proof does not need this refinement.

The definition of $\mathbf P_s$ as a change closes the gap. Let $s$ run from 0 in the reference to 1 in the actual crystal, and follow one continuous branch $\mathbf P(s)$. The operations hold at every $s$, so at every $s$

$$
\frac{2V}{ea}P_x(s)=n_1(s)
$$

is an integer. The left side varies continuously, and a continuous function whose values are all integers is constant. Thus $n_1(1)=n_1(0)$, and

$$
P_{s,x}=P_x(1)-P_x(0)=\frac{ea}{2V}\left[n_1(1)-n_1(0)\right]=0 .
$$

The same steps with $b$ in place of $a$ give $P_{s,y}=0$. No such condition holds $P_z$ at a constant value, so it can change along the path. This completes the first proof.

## Second derivation: adding up the charge that moves

The second route asks for no property of the final polarization. It follows the charge while the crystal is being distorted and adds up what has moved.

For a finite body with charge density $\rho$ and current density $\mathbf J$, charge conservation reads $\partial\rho/\partial t=-\nabla\cdot\mathbf J$. The rate of change of the dipole moment along direction $i$ is

$$
\frac{d}{dt}\int r_i\,\rho\,d^3r=-\int r_i\,\nabla\cdot\mathbf J\,d^3r=\int J_i\,d^3r .
$$

The last step is an integration by parts. The surface term vanishes because no current flows outside the body, and the gradient of $r_i$ picks out $J_i$. Dividing by volume suggests the bulk definition: the rate of change of polarization is the current density averaged over a cell. No absolute polarization is needed. The current has a nuclear part and an electronic part.

### Nuclei

No operation of Pca2$_1$ other than the identity leaves an atom in place. The screw axis and the $c$ glide add $\frac12$ to $z$, and the $a$ glide adds $\frac12$ to $x$. None of these shifts is a lattice translation. Every atom therefore belongs to a set of four different atoms per cell, called an orbit. If one member moves by $\mathbf u=(u_x,u_y,u_z)$, the others move by $R\mathbf u$, and the sum is

$$
\begin{aligned}
\sum_R R\mathbf u={}&(u_x,u_y,u_z)+(-u_x,-u_y,u_z)\\
&+(u_x,-u_y,u_z)+(-u_x,u_y,u_z)\\
={}&(0,\,0,\,4u_z).
\end{aligned}
$$

This is the opening example with letters in place of numbers.

### Electrons

The electronic current density $\mathbf j$ is spread through the cell. Since each operation maps the moving crystal onto itself at every instant, it maps the flow pattern onto itself:

$$
\mathbf j(R\mathbf r+\mathbf t)=R\,\mathbf j(\mathbf r).
$$

Divide the cell into four slabs normal to $a$. Let $D$ be the slab $0<x<\frac14$, with all $y$ and $z$ in the cell. The operations carry it as follows, up to whole cells:

$$
\begin{aligned}
c\text{ glide},\ x\to\tfrac12-x:&\quad \tfrac14<x<\tfrac12,\\
a\text{ glide},\ x\to x+\tfrac12:&\quad \tfrac12<x<\tfrac34,\\
2_1\text{ axis},\ x\to-x:&\quad \tfrac34<x<1 .
\end{aligned}
$$

The four slabs fill the cell once. Let $\mathbf g=\int_D\mathbf j\,d^3r$ be the integrated current in the first slab. The operations preserve volume, so the integral over each image slab is $R\mathbf g$. The cell average is

$$
\frac1V\int_{\rm cell}\mathbf j\,d^3r=\frac1V\sum_R R\,\mathbf g=\frac1V(0,\,0,\,4g_z).
$$

Electrons may flow sideways within a slab. For each of the directions $a$ and $b$, two slabs carry a flow one way and two carry an equal flow the other way, so the sideways parts cancel at every instant.

### The result

Integrating over the duration of the path and adding the nuclei gives

$$
\mathbf P_s=\frac4V\left(0,\;0,\;\sum_k Q_k u_{k,z}+\int g_z\,dt\right),
$$

where $k$ labels the orbits, $Q_k$ is the nuclear charge and $\mathbf u_k$ is the displacement of one chosen member. This proves the same statement and also shows what $P_c$ consists of. The bracket contains terms of either sign, so it can be large, small or zero. That is a matter of energies and forces, not of symmetry.

Both parts contain the same average of matrices,

$$
\frac14\left(E+C+M_b+M_a\right)=\mathrm{diag}(0,0,1),
$$

which keeps the $c$ component of any vector and deletes the rest. The trial vector $(3,2,5)$ has the images $(3,2,5)$, $(-3,-2,5)$, $(3,-2,5)$ and $(-3,2,5)$. Their average is $(0,0,5)$.

## A model hafnia cell

The model cell has edges 5.2, 5.0 and 5.1 Å, so $V=132.6$ Å$^3$. It holds four Hf ions of charge $+4e$ and eight O ions of charge $-2e$. The oxygens form two orbits, O1 and O2. The composition and the fluorite parent are those of hafnia. The other parameters are round choices, so the polarization below is not a prediction for the material. The chosen members of the orbits have the reference sites $(0,\frac14,0)$ for Hf, $(\frac14,0,\frac14)$ for O1 and $(\frac14,\frac12,\frac14)$ for O2, in fractional coordinates. They are displaced from these sites by

$$
\begin{aligned}
\text{Hf}:&\quad(0.10,\ 0.10,\ 0.05)\ \text{Å},\\
\text{O1}:&\quad(0.20,\,-0.10,\,-0.40)\ \text{Å},\\
\text{O2}:&\quad(-0.10,\ 0.20,\,-0.05)\ \text{Å}.
\end{aligned}
$$

The orbit sums along $c$ are $0.20$, $-1.60$ and $-0.20$ Å. The ionic dipole change per cell is

$$
4(0.20)-2(-1.60)-2(-0.20)=0.80+3.20+0.40=4.40\ e\,\text{Å}.
$$

Since $1\ e/\text{Å}^2=1602\ \mu\text{C/cm}^2$, the ionic polarization is

$$
\frac{4.40}{132.6}\times1602=53.2\ \mu\text{C/cm}^2 .
$$

Of the $4.40\ e\,$Å, $3.20\ e\,$Å comes from the O1 orbit, which was given the largest displacement along $c$.

To include a response of the electrons, each ion is given an induced dipole $\mathbf p_i=\alpha_i\mathbf E_i$. The field is that of all other ions, screened over a length $\lambda=0.5$ Å:

$$
\mathbf E_i=\sum_{j\ne i}q_j\,\frac{\mathbf r_{ij}}{r_{ij}^3}\left(1+\frac{r_{ij}}{\lambda}\right)e^{-r_{ij}/\lambda},
$$

where $\mathbf r_{ij}$ points from ion $j$ to ion $i$ and the sum includes ions in neighbouring cells. Gaussian units are used here, so $\alpha$ is a volume: 1.0 Å$^3$ for Hf and 2.0 Å$^3$ for O. The induced dipoles do not act on one another. This is an illustration of symmetry and not a realistic theory of the electrons. The size of the induced part depends strongly on $\lambda$: it is $3.1$, $6.0$ and $8.9\ \mu$C/cm$^2$ for $\lambda=0.4$, $0.5$ and $0.6$ Å. Its direction does not depend on $\lambda$.

The test has some force because these fields are calculated from the ion positions alone, without use of the symmetry operations. On single ions the induced dipoles reach $0.079$ along $a$, $0.050$ along $b$ and $0.088\ e\,$Å along $c$. Over the cell the transverse parts cancel, and $0.497\ e\,$Å remains along $c$, or $6.0\ \mu$C/cm$^2$. The total is

$$
P_c=53.2+6.0=59.2\ \mu\text{C/cm}^2=0.592\ \text{C/m}^2 .
$$

Inverting the whole crystal gives the same size with the opposite sign. This is a domain of opposite polarity. Shifting either crystal by a face-centring translation of the fluorite parent gives further variants with the same polarization, four of each sign in this cell. With no applied field the two have the same energy, because inversion maps one onto the other.

## When a transverse component appears

**One ion out of place.** Move the O1 ion that started at $(\frac14,0,\frac14)$ by a further $0.10$ Å along $a$ and leave its three partners where they are. None of the operations except the identity survives. The ionic part acquires

$$
\frac{(-2)(0.10)}{132.6}\times1602=-2.42\ \mu\text{C/cm}^2
$$

along $a$. With the induced dipoles included, the total becomes $(-2.83,\,0.58,\,59.34)\ \mu$C/cm$^2$. There is now a component along $b$ although the ion moved along $a$. It comes from the induced dipoles, since the ionic part along $b$ is still zero, and no remaining operation forbids it. Its sign depends on which ion is moved: the same shift of the $a$-glide partner gives $-0.58$. Had all four O1 ions moved together as the symmetry prescribes, their extra displacements along $a$ would have cancelled. A transverse component requires broken symmetry, not merely transverse motion.

**An applied field.** A field along $a$ is reversed by the half-turn, so crystal and field together no longer have that symmetry, and an induced $P_x$ is allowed. It is a response to the field and not part of the spontaneous polarization.

**A tilted grain.** The result refers to the crystal's own axes. In a film whose normal makes an angle $\theta$ with the $c$ axis of a grain, the component of that grain's polarization along the normal is $P_c\cos\theta$. A polarization tilted away from the film normal may therefore be a matter of grain orientation, with the symmetry of each grain intact. This assumes the grain is not sheared. A substrate that clamps a tilted grain can impose a shear in the $ac$ or $bc$ plane, which breaks the twofold axis and allows a transverse component.

## What each derivation assumes

Both derivations need a polar vector, an insulating crystal and electrons that share the symmetry of the nuclei. They differ in what they ask of the path and of the charge.

The first derivation compares states. It needs to know that the formal polarization is defined up to quanta, which rests on charge being transported in whole units of $e$ around a closed insulating path. In return it still says something when the path between two symmetric structures breaks the symmetry on the way. Suppose a symmetric path also connects the same two structures. Going out by one path and back by the other is a closed loop, so the two polarization changes differ by whole quanta. The symmetric path gives zero along $a$, and the other path must then give

$$
\Delta P_x=n\,\frac{ea}{V},\qquad n\ \text{an integer}.
$$

In the model cell one such quantum is $62.8\ \mu$C/cm$^2$. A nonzero $n$ records charge carried from cell to cell during the process. It does not describe a different final crystal.

The second derivation follows the flow. It needs the symmetry at every instant, and it gives no answer for a path that breaks it. It does not need charge to come in whole units, so it applies equally to models with fractional effective charges. It also yields a formula for $P_c$, which the first derivation does not.

The second derivation shows, too, how far the value of $P_c$ depends on the path. Let one O1 ion travel from $(x,y,z)$ to the site of its $c$-glide partner, $(\frac12-x,\,y,\,z+\frac12)$, while the other three follow by symmetry. At the end the four ions have exchanged places, and the crystal is the same as before. Each has moved by $c/2$ along the axis, so if the crystal stays insulating throughout, the ionic polarization has changed by

$$
\frac{4(-2e)(c/2)}{V}=-\frac{4ec}{V}=-4\times61.62=-246\ \mu\text{C/cm}^2 .
$$

Added to the ionic value of $+53$, this gives $-193\ \mu$C/cm$^2$ for the same final structure, now reached by a longer path. Both the size and the sign of $P_c$ thus belong to a stated path. The direction does not share this freedom: along every insulating path that keeps the four operations, the change of polarization lies on the twofold axis.

The numerical output gives the remaining values for the model cell.

## Computed results

```
Trial vector (no unit): (3.0, 2.0, 5.0)
  image under identity: (3.0, 2.0, 5.0)
  image under 2_1 axis along c: (-3.0, -2.0, 5.0)
  image under a glide normal to b: (3.0, -2.0, 5.0)
  image under c glide normal to a: (-3.0, 2.0, 5.0)
  average of the four images: (0.0, 0.0, 5.0)
Independent allowed components, 2_1 axis along c alone: 1
Independent allowed components, a glide normal to b alone: 2
Independent allowed components, c glide normal to a alone: 2
Independent allowed components, full mm2: 1
Independent allowed components, mm2 plus inversion: 0
Cell lengths a, b, c (angstrom): (5.2, 5.0, 5.1)
Cell volume (angstrom^3): 132.6
Hf: charge (e) +4, reference site (fractional) (0.00, 0.25, 0.00)
  Hf chosen displacement (angstrom): (0.10, 0.10, 0.05)
O1: charge (e) -2, reference site (fractional) (0.25, 0.00, 0.25)
  O1 chosen displacement (angstrom): (0.20, -0.10, -0.40)
O2: charge (e) -2, reference site (fractional) (0.25, 0.50, 0.25)
  O2 chosen displacement (angstrom): (-0.10, 0.20, -0.05)
  O1 ion from identity, shift (angstrom): (0.20, -0.10, -0.40)
  O1 ion from 2_1 axis along c, shift (angstrom): (-0.20, 0.10, -0.40)
  O1 ion from a glide normal to b, shift (angstrom): (0.20, 0.10, -0.40)
  O1 ion from c glide normal to a, shift (angstrom): (-0.20, -0.10, -0.40)
Sum of four Hf shifts (angstrom): (0.00, 0.00, 0.20)
Sum of four O1 shifts (angstrom): (0.00, 0.00, -1.60)
Sum of four O2 shifts (angstrom): (0.00, 0.00, -0.20)
Ionic dipole change per cell (e angstrom): (0.00, 0.00, 4.40)
Polarizability of Hf, O (angstrom^3): 1.0, 2.0
Screening length (angstrom): 0.5
Largest |induced dipole| components on one ion (e angstrom): (0.0789, 0.0503, 0.0879)
Sum of induced dipoles per cell (e angstrom): (0.0000, 0.0000, 0.4969)
Ionic polarization (microC/cm^2): (0.00, 0.00, 53.16)
Electronic polarization (microC/cm^2): (0.00, 0.00, 6.00)
Total polarization (microC/cm^2): (0.00, 0.00, 59.17)
Total P_c (C/m^2): 0.5917
Inverted crystal, total (microC/cm^2): (0.00, 0.00, -59.17)
Quanta ea/V, eb/V, ec/V (microC/cm^2): (62.83, 60.41, 61.62)
Extra shift of one O1 ion along a (angstrom): 0.10
Broken symmetry, ionic (microC/cm^2): (-2.42, 0.00, 53.16)
Broken symmetry, total (microC/cm^2): (-2.83, 0.58, 59.34)
```
